# Transmission reciprocity in tapered free-molecular ducts with diffuse walls

## 1. A spherical cavity with two small holes

Take a hollow sphere of radius $R$ and surface area $S=4\pi R^2$, with two small holes of areas $A_1$ and $A_2$. The gas is so thin that molecules meet only the wall. The wall is diffuse: a molecule that strikes it leaves from the same point in a random direction, with probability $\cos\theta\,d\Omega/\pi$ of going into the solid angle $d\Omega$ at angle $\theta$ to the inward normal.

Where does the next flight end? Let $d$ be the chord from the starting point to an area element $dA'$. The normals at both ends point to the centre, so the chord makes the same angle with each, and $\cos\theta=\cos\theta'=d/2R$. The element subtends $d\Omega=\cos\theta'\,dA'/d^2$, and the probability of landing on it is

$$\frac{\cos\theta\cos\theta'}{\pi d^2}\,dA'=\frac{(d/2R)^2}{\pi d^2}\,dA'=\frac{dA'}{4\pi R^2}=\frac{dA'}{S}.$$

The distance has cancelled. Every flight lands uniformly over the sphere.

Let a molecule enter through hole 1 with the same cosine law. To leading order in hole area over $S$, each flight ends in hole 2 with probability $A_2/S$, in hole 1 with probability $A_1/S$, and otherwise on the wall. The probability $W_{12}$ of finally leaving through hole 2 is a geometric series:

$$W_{12}=\frac{A_2}{S}\sum_{m=0}^{\infty}\left(1-\frac{A_1+A_2}{S}\right)^m=\frac{A_2}{S}\cdot\frac{S}{A_1+A_2}=\frac{A_2}{A_1+A_2}.$$

Exchanging the labels gives $W_{21}=A_1/(A_1+A_2)$. The two probabilities differ when the holes differ, but

$$A_1W_{12}=\frac{A_1A_2}{A_1+A_2}=A_2W_{21}.$$

The larger hole admits more molecules, and each of them is less likely to get through. The two effects compensate. The same compensation holds for a duct of any shape.

## 2. The statement and its conditions

A duct joins two flat openings of areas $A_1$ and $A_2$. $W_{12}$ is the probability that a molecule entering at 1 finally leaves at 2, after any number of wall collisions; $W_{21}$ is the reverse probability. Then

$$\boxed{A_1W_{12}=A_2W_{21}}$$

under these conditions:

- Molecules do not collide with one another.
- They enter uniformly over the opening, with the cosine law.
- The wall re-emits each molecule at its point of impact, with the cosine law, and there is no net uptake.
- A molecule that leaves through an opening does not come back.

The entry condition describes a large vessel of gas at rest. With number density $n$ and mean speed $\bar v$, molecules moving into $d\Omega$ make up a fraction $d\Omega/4\pi$ of the gas and cross a plane at the rate $n\bar v\cos\theta\,d\Omega/4\pi$ per unit area. The hemisphere integral of $\cos\theta$ is $2\pi\int_0^{\pi/2}\cos\theta\sin\theta\,d\theta=\pi$, so the total flux is

$$J=\frac{n\bar v}{4}.$$

Dividing the directional rate by $J$ gives $\cos\theta/\pi$, the cosine law. With $n=p/kT$ and $\bar v=\sqrt{8kT/\pi m}$ for a Maxwell gas,

$$J=\frac{p}{4kT}\sqrt{\frac{8kT}{\pi m}}=\frac{p}{\sqrt{2\pi mkT}}.$$

Speeds do not enter the rules for directions. $W_{12}$ and $W_{21}$ are therefore geometric numbers, independent of pressure and of the temperatures of gas and wall.

## 3. The flight kernel

Let $K(\mathbf r,\mathbf r')\,dA'$ be the probability that a molecule sent out at boundary point $\mathbf r$ by the cosine law ends its flight on $dA'$ at $\mathbf r'$. As in the sphere,

$$K(\mathbf r,\mathbf r')=\frac{\cos\theta\cos\theta'}{\pi|\mathbf r-\mathbf r'|^2}\,V(\mathbf r,\mathbf r'),$$

where $V=1$ if the straight line between the points is clear and $V=0$ otherwise. The boundary here is closed: it consists of the wall $\mathcal W$ and the two openings $O_1$, $O_2$.

Two properties carry the argument. First, $K(\mathbf r,\mathbf r')=K(\mathbf r',\mathbf r)$, because exchanging the points exchanges the two cosines and leaves the distance and the line of sight unchanged. Second, every flight ends somewhere on the closed boundary, so $\int K(\mathbf r,\mathbf r')\,dA'=1$. Together they give

$$\int K(\mathbf r',\mathbf r)\,dA'=1.$$

This says something new: if every part of the boundary sends out unit flux, every part also receives unit flux.

## 4. The equilibrium argument

Let the openings send in fluxes $J_1$ and $J_2$, and let $q(\mathbf r)$ be the impingement rate per unit area of wall. In a steady state without uptake the wall emits what it receives, so

$$q(\mathbf r)=\sum_{i=1,2}J_i\int_{O_i}K(\mathbf r',\mathbf r)\,dA'+\int_{\mathcal W}K(\mathbf r',\mathbf r)\,q(\mathbf r')\,dA'.$$

Set $J_1=J_2=J$ and try $q=J$. The right side becomes $J$ times the integral of $K$ over the whole boundary, which is $J$. The uniform state is a solution.

It is also the only bounded one. The difference $\delta$ of two solutions obeys $\delta(\mathbf r)=\int_{\mathcal W}K(\mathbf r',\mathbf r)\,\delta(\mathbf r')\,dA'$. Let $M$ be the least upper bound of $|\delta|$. Applying the equation $m$ times and using the symmetry of $K$ gives $|\delta(\mathbf r)|\le M P_m(\mathbf r)$, where $P_m(\mathbf r)$ is the probability that a molecule starting at $\mathbf r$ has not left the duct after $m$ flights. Suppose that for some $m$ this probability is at most $1-\varepsilon$ at every wall point, with $\varepsilon>0$. This requires that no part of the duct is cut off from the openings. It also excludes crevices that narrow to a cusp, where the number of flights needed to escape grows without limit towards the tip. Then $M\le(1-\varepsilon)M$, hence $M=0$. The same condition gives $P_{km}\le(1-\varepsilon)^k\to0$: every molecule eventually leaves, and $W_{21}+W_{22}=1$, where $W_{22}$ is the probability of returning through opening 2.

Now count the molecules that arrive at opening 2 from inside. Since the whole boundary emits $J$, opening 2 receives $J$ per unit area, in total $JA_2$. Since molecules are independent, the same total is the sum of those that entered at 1 and those that entered at 2:

$$JA_2=JA_1W_{12}+JA_2W_{22}=JA_1W_{12}+JA_2(1-W_{21}).$$

Cancelling $JA_2$ on both sides and dividing by $J$ leaves $A_1W_{12}=A_2W_{21}$.

Equilibrium served to find a relation between two geometric numbers. The numbers do not know whether the vessels are in equilibrium, so the relation also holds when gas flows.

## 5. Path reversal, sticking and mirror reflection

The relation can also be proved path by path. Let a molecule survive a collision at wall point $\mathbf w$ with probability $\rho(\mathbf w)=1-s(\mathbf w)$, where $s$ is a sticking probability. Averaging over the entry point means integrating over $O_1$ and dividing by $A_1$. Hence

$$A_1W_{12}=\int_{O_1}\!\!dA\int_{O_2}\!\!dA'\Big[K(\mathbf r,\mathbf r')+\int_{\mathcal W}\!\!K(\mathbf r,\mathbf w)\rho(\mathbf w)K(\mathbf w,\mathbf r')\,dA_w+\dots\Big],$$

where the next terms contain two, three and more wall collisions. In each term reverse the order of the points. Every $K$ is unchanged by symmetry, and every $\rho$ stays at its own point. The result is the corresponding term of $A_2W_{21}$.

This proof does not use $W_{21}+W_{22}=1$, which fails when molecules stick. Reciprocity therefore survives permanent, position-dependent sticking, although the balance of Section 4 does not apply to it.

Partial mirror reflection is covered too. In a narrow bundle of flights the quantity $\cos\theta\,dA\,d\Omega$ is the same at both ends, since each equals $\cos\theta\cos\theta'\,dA\,dA'/d^2$. A locally flat mirror preserves it as well, because the angle to the normal and the solid angle are unchanged. Thus a chain of flights joined by mirror reflections between two diffuse events has equal weight in both directions, provided the chance of mirror reflection depends only on the place. The chance of a diffuse event then also depends only on the place, and on reversal it stays at its own point, like $\rho$. The effective kernel is again symmetric. If the chance of mirror reflection depended on the angle of arrival while all other molecules left by the cosine law, the two directions would in general have different weights.

## 6. What follows for flow

**Net flow.** With different vessels at the two ends, the net number of molecules passing from 1 to 2 per unit time is

$$\dot N=A_1W_{12}J_1-A_2W_{21}J_2=A_1W_{12}(J_1-J_2).$$

A taper has no preferred direction: one conductance serves both ways. The flow stops when $J_1=J_2$, which by Section 2 means $p_1/\sqrt{T_1}=p_2/\sqrt{T_2}$. At unequal temperatures zero flow does not mean equal pressure, and the taper does not affect the ratio. This square-root law needs walls whose direction rules do not depend on molecular speed. On real smooth walls the mirror-like share can depend on speed and temperature, and the pressure ratio then departs from it.

**A funnel does not concentrate gas.** Since $W_{21}\le1$, we have $A_1W_{12}\le A_2$. The mean flux through the narrow exit, $JA_1W_{12}/A_2$, cannot exceed the flux $J$ that entered the wide end.

**Two limits.** For equal openings $W_{12}=W_{21}$, even if the duct between them is not symmetric. If a cone with $A_1>A_2$ is shortened to zero length, it becomes a flat plate with a hole. A molecule coming from the narrow side passes freely, so $W_{21}\to1$, and reciprocity gives $W_{12}\to A_2/A_1$, the chance of hitting the hole.

**Path length.** Let $\ell_i$ be the mean total path inside the duct of a molecule entering at $i$, whichever way it leaves. Feed both openings with $J$, everything at one temperature. Any line of sight traced back from an interior point ends on a surface that emits $J$ by the cosine law, so the gas inside is uniform and isotropic with density $n=4J/\bar v$. In volume $\mathcal V$ the molecules together travel a distance $n\bar v\mathcal V=4J\mathcal V$ per unit time. Counted by entries, the same rate is $J(A_1\ell_1+A_2\ell_2)$. Therefore

$$A_1\ell_1+A_2\ell_2=4\mathcal V.$$

## 7. A conical reducer in numbers

Take a cone with radii 100 mm and 50 mm and length 150 mm, of the kind that joins a high-vacuum evaporation chamber to a turbomolecular pump. The areas are $A_1=314.16$ cm² and $A_2=78.54$ cm², in the ratio 4.

Following 250 000 random molecules in each direction, without using reciprocity, gives

$$W_{12}=0.2000\pm0.0008,\qquad W_{21}=0.7980\pm0.0008,$$

with one standard error quoted. The products are 62.84 and 62.67 cm², a difference of 0.64 standard errors. Separately, the wall equation of Section 4 was solved with the cone divided into 240 rings, which gives $W_{12}=0.2000$. Reciprocity then predicts $W_{21}=0.8001$. The traced value is 0.3% lower, or 2.6 standard errors: a rather large fluctuation, but within the 4.5 standard errors allowed in the test.

Of the 20% that get through from the wide end, 7.3 percentage points fly directly; the others touch the wall.

The uniform state can be seen in the wall impingement. With opening 1 alone fed, $q/J$ falls from 0.93 in the first sixth of the length to 0.60 in the last. With opening 2 alone fed, it rises from 0.07 to 0.40. The third digit of the traced values (0.607 and 0.402 in the last slice) is sampling noise. The sums over the six slices lie between 1.000 and 1.009, within the 2% allowed for sampling noise.

For the path relation, $\mathcal V=\tfrac{\pi}{3}(150)(100^2+100\cdot50+50^2)=2.749\times10^6$ mm³. The traced mean paths are 281.9 and 273.9 mm, each with a sampling error of about 0.4 mm, and $A_1\ell_1+A_2\ell_2$ agrees with $4\mathcal V$ to 0.1%.

Other shapes and walls were traced in the same way:

| Case | $A_1W_{12}$ (cm²) | $A_2W_{21}$ (cm²) |
|---|---:|---:|
| Throat, narrower than both ends | 11.18 | 11.09 |
| Skew rectangular duct | 12.39 | 12.42 |
| Cone, sticking $0.6\,z/L$ | 39.92 | 40.13 |
| Cone, 10% mirror reflection | 64.62 | 64.97 |

Here $z$ is the distance from opening 1 and $L$ the length. All differences are within 1.3 standard errors.

## 8. Where the relation fails

**Walls with another emission law.** Let the cone's wall emit with a probability per solid angle proportional to $\cos^5\theta$. Then $A_1W_{12}=31.86$ cm² but $A_2W_{21}=72.09$ cm².

The direction of the imbalance follows from the geometry. The inward normal of the cone leans towards the wide end. In the extreme case of emission exactly along the normal, each flight from the wall moves the molecule that way. Only direct flights would then reach the narrow end, so $W_{12}=0.0729$ and $W_{21}=1$. The $\cos^5$ results, 0.1014 and 0.9179, lie between this extreme and the cosine values.

Between two vessels at equal pressure and temperature, such a wall would drive a steady flow from the narrow to the wide end. That contradicts the second law, so this emission law, applied whatever the direction of arrival, cannot describe a wall in equilibrium with the gas. "Diffuse" in the theorem must mean the cosine law, not merely random re-emission.

**Beamed entry.** Keep cosine walls, but send in molecules parallel to the axis. From the narrow end all pass, so $W_{21}=1$ and $A_2W_{21}=78.54$ cm². From the wide end the fraction $A_2/A_1=0.25$ passes directly, and some of those that hit the wall follow. The traced total is $W_{12}=0.3808\pm0.0010$, and $A_1W_{12}=119.6\pm0.3$ cm². No law of thermodynamics is broken, since a beam is not an equilibrium gas. The relation, and the funnel bound with it, simply does not apply.

## 9. Joining the cone to a pump

Let a pump at opening 2 capture a fraction $c$ of the molecules that reach it and return the others by the cosine law. Approximate the returned molecules as uniform over the opening. Let $X$ be the mean number of arrivals at the pump per molecule entering at 1. The first arrival has probability $W_{12}$. Each arrival leads to another if the molecule is returned, with probability $1-c$, and comes back to opening 2, with probability $1-W_{21}$. Thus

$$X=W_{12}+X(1-c)(1-W_{21}).$$

The captured fraction is $W_{\rm eff}=cX$. Since $1-(1-c)(1-W_{21})=c+(1-c)W_{21}$,

$$W_{\rm eff}=\frac{cW_{12}}{c+(1-c)W_{21}},\qquad
\frac1{W_{\rm eff}}=\frac1{W_{12}}+\frac{1-c}{c}\,\frac{W_{21}}{W_{12}}.$$

Reciprocity replaces $W_{21}/W_{12}$ by $A_1/A_2$. Dividing by $A_1$ gives

$$\frac1{A_1W_{\rm eff}}=\frac1{A_1W_{12}}+\frac1{cA_2}-\frac1{A_2}.$$

Multiplying each area by $\bar v/4$ turns it into a volume rate. For nitrogen at 300 K, $\bar v=476.2$ m/s. The duct conductance is $A_1W_{12}\bar v/4=748$ L/s, and the bare exit opening has $A_2\bar v/4=935$ L/s. With $c=0.35$, a rough typical value, the pump speed at its own inlet is $0.35\times935=327$ L/s. The effective speed at the chamber is

$$S_{\rm eff}=\left(\frac1{748}+\frac1{327}-\frac1{935}\right)^{-1}\text{L/s}\approx301\ \text{L/s}.$$

The negative term is needed because both the duct conductance and the pump speed already contain the passage through the exit plane. Without it the result would be 228 L/s, 24% too low relative to 301 L/s.

Tracing the cone and pump together, with each returned molecule starting where it arrived, gives $W_{\rm eff}=0.0811\pm0.0005$ against 0.0805 from the formula. The 0.8% difference is comparable with the sampling error, so the tracing does not resolve the effect of the non-uniform exit pattern. Solving the wall equation with the exit divided into annuli puts that effect at about 0.02% for this cone.

Assuming $W_{21}=W_{12}$ instead of reciprocity would predict, for two vessels both at $10^{-6}$ Torr and 300 K, a spontaneous flow

$$(A_1-A_2)W_{12}\frac{\bar v}{4}\,p=5.6\times10^{-4}\ \text{Torr L/s}.$$

This exceeds the real load that the pump removes from the chamber at that pressure, $3.0\times10^{-4}$ Torr L/s.

## 10. The model beside a real vacuum system

A nitrogen speed of a few hundred litres per second is typical of a turbomolecular pump with a 100 mm inlet, so the example is in the usual range. Its neglected effects have these sizes:

- **Gas collisions.** With a rough molecular diameter of 0.37 nm, the mean free path at $10^{-6}$ Torr is 51 m. A molecule travels 0.32 m on average in the pumped cone, which makes about 0.006 collisions per entry. At a sputtering pressure of 3 mTorr the same estimate gives 19, and the free-molecular result cannot be used.
- **Mirror reflection.** If 10% of wall collisions were mirror-like, $W_{12}$ would rise by roughly 3.4%. This figure comes from the traced $W_{21}$, which has the smaller relative sampling error; by reciprocity both transmissions rise by the same fraction. The traced $W_{12}$ alone gives $2.8\pm0.4$%. Reciprocity would remain.
- **Outgassing.** A rough rate of $10^{-10}$ Torr L/s per cm² adds $7.5\times10^{-8}$ Torr L/s from the cone wall, a fraction $2.5\times10^{-4}$ of the pumped load. This rate suits steel after long pumping; an unbaked wall in its first hours can give about $10^{-8}$, which would be 2.5% of the load.
- **Sticking.** A vapour that condenses on the duct breaks the no-uptake condition. The sticking profile in Section 7 lowers $W_{12}$ from 0.200 to 0.127, or by 36%, again without breaking reciprocity.

The entry condition deserves the most care. It suits residual gas in a chamber much larger than the opening. It does not suit vapour coming straight from an evaporation source. For the cone, an axial beam raises $W_{12}$ from 0.20 to 0.38, and the reverse transmission can no longer be found from the area ratio.

## Calculated quantities

```
rays per direction: 250000
cone radii R1, R2 and length: 100, 50, 150 mm
areas A1, A2: 314.16, 78.54 cm^2; ratio 4.00
W12 traced: 0.2000 +- 0.0008
W21 traced: 0.7980 +- 0.0008
A1*W12, A2*W21 traced: 62.84, 62.67 cm^2
difference in standard errors: 0.64
W12 from ring balance, 120 and 240 rings: 0.20002, 0.20001
W21 predicted as (A1/A2)*W12 of rings: 0.8001
direct flight part of W12: 0.0729
wall flux / J in 6 equal z slices, from opening 1 to 2:
  only 1 fed: 0.931 0.901 0.864 0.806 0.723 0.607
  only 2 fed: 0.070 0.099 0.138 0.194 0.278 0.402
  both fed:   1.001 1.000 1.002 1.000 1.001 1.009
mean total paths l1, l2: 281.9, 273.9 mm
(A1*l1 + A2*l2)/(4*volume): 1.0012
throat duct: z = 0, 80, 200 mm; r = 60, 25, 45 mm
skew duct: length 120 mm, openings 100 x 80 and 50 x 40 mm
case: W12, W21, A1*W12 and A2*W21 in cm^2, diff. in std. errors
  throat duct: 0.0988, 0.1744, 11.18, 11.09, 1.0
  skew rectangular duct: 0.1548, 0.6212, 12.39, 12.42, -0.6
  cone, sticking 0.6 z/L: 0.1271, 0.5110, 39.92, 40.13, -0.9
  cone, 10% specular: 0.2057, 0.8272, 64.62, 64.97, -1.3
  cone, walls emit cos^5 (fails): 0.1014, 0.9179, 31.86, 72.09, -206.8
  cone, axial beams (fails): 0.3808, 1.0000, 119.63, 78.54, 134.7
nitrogen at 300 K, 1e-06 Torr, pump capture 0.35
mean speed: 476.2 m/s
conductance from W12 (rings): 748.0 L/s
conductance from traced W12, W21: 748.0, 746.1 L/s
bare exit aperture A2*v/4: 935.0 L/s
pump speed at its inlet: 327.2 L/s
Weff series formula: 0.0805
Weff traced with pump: 0.0811 +- 0.0005
traced/series - 1: 0.78 %
effective speed, series formula: 300.9 L/s
effective speed without aperture correction: 227.6 L/s
false flow at equal pressure if W21=W12: 5.61e-04 Torr L/s
molecular diameter (rough): 0.37 nm
mean free path: 51.1 m
mean total path with pump: 323.0 mm
path / mean free path: 0.0063
same ratio at 3 mTorr: 19.0
10% specular: change of W12 2.8 %
outgassing rate (rough): 1e-10 Torr L/s/cm^2
duct outgassing, pumped load: 7.5e-08, 3.01e-04 Torr L/s
outgassing / load: 2.5e-04
```
